# Penetration Energy of Two Frozen Hydrogen Atoms: Attraction without Multipoles

## Question

I am trying to understand the electrostatic term in an energy decomposition analysis. As the simplest case I took two hydrogen atoms, each keeping the spherical density of the free atom, and asked for the classical Coulomb energy between them.

Each atom is neutral and spherical, so it has no charge, dipole, quadrupole or any higher moment. Every term of the multipole series is therefore zero. Yet I am told that the energy is not zero, that it is attractive, and that it is called penetration energy.

The explanation I was given is that each nucleus enters the other atom's electron cloud and is attracted more strongly there. That seems backwards to me. By the shell theorem, a nucleus inside a spherical cloud is attracted *less* than if the whole cloud sat at its centre.

Can the energy be worked out analytically? Is it attractive at every distance? And if my objection is right, where does the attraction come from?

## Answer

Your objection is right. The energy has a short closed form, and it is attractive beyond a certain distance but repulsive below it. The attraction comes from the reduced repulsion between the two electron clouds.

### What is being computed

I use Hartree atomic units: lengths in bohr, energies in hartree, and a proton charge of $+1$. The nuclei A and B are fixed points a distance $R$ apart. Each atom keeps its nonrelativistic ground-state electron density

$$\rho(r)=\frac{e^{-2r}}{\pi},$$

where $r$ is the distance from its own nucleus. The density is counted as positive, so the electronic charge density is $-\rho$. The interaction energy has four Coulomb terms, two of them equal by symmetry:

$$E(R)=\frac1R-2V+J,$$

$$V=\int\frac{\rho_A(\mathbf r)}{r_B}\,d^3r,\qquad
J=\iint\frac{\rho_A(\mathbf r_1)\rho_B(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

Here $r_B$ is the distance to nucleus B. The self-energy of each atom is not part of $E$.

The total charge of an atom is $1-\int\rho\,d^3r=0$. Its higher moments are integrals of a spherical density times $r^lY_{lm}$ with $l\ge1$, and these vanish on angular integration. So the multipole series is indeed zero term by term.

That series rests on an assumption. Let $\mathbf a$ and $\mathbf b$ be the positions of two charge elements relative to their own nuclei. The series expands $1/|\mathbf R+\mathbf b-\mathbf a|$ in powers of $|\mathbf b-\mathbf a|/R$, which is guaranteed to converge for all directions only if $a+b<R$. Exponential tails always contain pairs of elements that violate this condition. The energy that the series misses is the penetration energy, and here it is all of $E$.

### The potential of one neutral atom

It saves work to combine nucleus A and its cloud first. By the shell theorem, the part of the cloud inside radius $r$ acts as if it were at the centre, while a shell of radius $s>r$ gives the constant potential of its charge divided by $s$. Hence

$$\phi(r)=\frac1r-\frac1r\int_0^r4\pi s^2\rho(s)\,ds-\int_r^\infty4\pi s\,\rho(s)\,ds .$$

Since $\int_0^\infty4\pi s^2\rho\,ds=1$, the first two terms combine into an integral over the charge outside $r$:

$$\phi(r)=\int_r^\infty4\pi s^2\rho(s)\left(\frac1r-\frac1s\right)ds .$$

The integrand is positive, so $\phi(r)>0$ everywhere. With $4\pi\rho=4e^{-2s}$ we need two integrals, found by integration by parts:

$$\int_r^\infty s\,e^{-2s}ds=e^{-2r}\left(\frac r2+\frac14\right),$$

$$\int_r^\infty s^2e^{-2s}ds=e^{-2r}\left(\frac{r^2}2+\frac r2+\frac14\right).$$

Therefore

$$\phi(r)=e^{-2r}\left[\left(2r+2+\frac1r\right)-(2r+1)\right]
=e^{-2r}\left(1+\frac1r\right).$$

Close to the nucleus this is the bare $1/r$. Far away it decays exponentially, with no inverse-power tail.

Now place atom B in this potential. Its nucleus has charge $+1$ and its cloud has charge density $-\rho_B$, so

$$E(R)=\phi(R)-W,\qquad W=\int\rho_B\,\phi_A\,d^3r .$$

Because $\phi_A$ is positive, nucleus B is repelled by atom A as a whole, and cloud B is attracted. The sign of $E$ depends on which effect is larger.

### Reducing the two-centre integral

Use spherical coordinates about A, with the polar axis pointing towards B. A point at radius $r$ and angle $\theta$ lies at a distance $s$ from B given by

$$s^2=R^2+r^2-2rR\cos\theta .$$

At fixed $r$ this gives $s\,ds=-rR\,d(\cos\theta)$. As $\cos\theta$ runs from $1$ to $-1$, $s$ runs from $|R-r|$ to $R+r$, so

$$\int_{-1}^{1}\rho(s)\,d(\cos\theta)=\frac1{rR}\int_{|R-r|}^{R+r}\rho(s)\,s\,ds .$$

The azimuthal angle contributes $2\pi$ and the volume element contributes $r^2$. One power of $r$ cancels:

$$W=\frac{2\pi}{R}\int_0^\infty r\phi(r)\,dr\int_{|R-r|}^{R+r}\rho(s)\,s\,ds .$$

An antiderivative of $s\,e^{-2s}$ is $-\tfrac14(2s+1)e^{-2s}$. Writing $d=|R-r|$, the inner integral is

$$\frac1{4\pi}\left[(2d+1)e^{-2d}-(2R+2r+1)e^{-2(R+r)}\right].$$

Also $r\phi(r)=(1+r)e^{-2r}$, and the prefactors combine to $\frac{2\pi}{R}\cdot\frac1{4\pi}=\frac1{2R}$. Splitting the $d$ term at $r=R$ gives

$$W=\frac{I_1+I_2-I_3}{2R}.$$

**The term $I_1$, with $r<R$.** Here $d=R-r$, and the exponentials multiply to $e^{-2r}e^{-2R+2r}=e^{-2R}$, independent of $r$:

$$\begin{aligned}
I_1&=e^{-2R}\int_0^R(1+r)(2R+1-2r)\,dr\\
&=e^{-2R}\int_0^R\left[(2R+1)+(2R-1)r-2r^2\right]dr\\
&=e^{-2R}\left[2R^2+R+R^3-\frac{R^2}2-\frac{2R^3}3\right]\\
&=e^{-2R}\left[R+\frac{3R^2}2+\frac{R^3}3\right].
\end{aligned}$$

**The term $I_2$, with $r>R$.** Put $r=R+u$, so that $d=u$ and the exponent is $-2R-4u$. The integrals of $e^{-4u}$, $u\,e^{-4u}$ and $u^2e^{-4u}$ over $u>0$ are $\frac14$, $\frac1{16}$ and $\frac1{32}$:

$$\begin{aligned}
I_2&=e^{-2R}\int_0^\infty(1+R+u)(1+2u)e^{-4u}du\\
&=e^{-2R}\int_0^\infty\left[(1+R)+(3+2R)u+2u^2\right]e^{-4u}du\\
&=e^{-2R}\left[\frac{1+R}4+\frac{3+2R}{16}+\frac1{16}\right]
=e^{-2R}\left[\frac12+\frac{3R}8\right].
\end{aligned}$$

**The term $I_3$, from the far limit $s=R+r$.** The exponent is $-2R-4r$ for all $r$, so the same three integrals apply:

$$\begin{aligned}
I_3&=e^{-2R}\int_0^\infty(1+r)(2R+1+2r)e^{-4r}dr\\
&=e^{-2R}\int_0^\infty\left[(2R+1)+(2R+3)r+2r^2\right]e^{-4r}dr\\
&=e^{-2R}\left[\frac{2R+1}4+\frac{2R+3}{16}+\frac1{16}\right]
=e^{-2R}\left[\frac12+\frac{5R}8\right].
\end{aligned}$$

In the sum $I_1+I_2-I_3$ the constants cancel and the linear terms give $R+\frac{3R}8-\frac{5R}8=\frac{3R}4$. Dividing by $2R$,

$$W=e^{-2R}\left(\frac38+\frac{3R}4+\frac{R^2}6\right).$$

Subtracting this from $\phi(R)=e^{-2R}(1+1/R)$ gives the interaction energy:

$$\boxed{E(R)=e^{-2R}\left(\frac1R+\frac58-\frac{3R}4-\frac{R^2}6\right)}$$

### Where the attraction comes from

To settle your objection, compare each Coulomb term with its value for point charges at the nuclei. Those values are $1/R$, twice $-1/R$, and $1/R$, which add up to zero.

The cloud of A alone produces the potential $-(1/r_A-\phi_A)$, because adding the nuclear $1/r_A$ must give $\phi_A$. Evaluated at nucleus B, this gives

$$V=\frac1R-L,\qquad L=\phi(R)>0 .$$

Each nucleus–cloud attraction is weaker than for point charges, as you said. For the two clouds,

$$J=\int\rho_B\left(\frac1{r_A}-\phi_A\right)d^3r=V-W=\frac1R-K,$$

where the first part equals $V$ by symmetry, and

$$K=\phi(R)+W=e^{-2R}\left(\frac1R+\frac{11}8+\frac{3R}4+\frac{R^2}6\right)>0 .$$

The cloud–cloud repulsion is therefore weakened too. Inserting both results,

$$E=\frac1R-2\left(\frac1R-L\right)+\frac1R-K=2L-K .$$

The energy is negative when the relief in electron repulsion, $K$, exceeds the loss of the two nuclear attractions, $2L$. Relative to point charges, no nucleus–cloud attraction has been strengthened.

The division $E=\phi(R)-W$ describes the same energy with the charges grouped differently. It also shows why attraction wins at large $R$. The $R^2/6$ in $W$ comes entirely from $I_1$, that is, from points closer to A than $R$. On the straight line between the nuclei, the exponential factors of $\phi_A$ and $\rho_B$ multiply to $e^{-2r_A-2r_B}=e^{-2R}$, which does not decay along the line. The integral collects contributions from this whole region, whereas $\phi(R)$ samples the potential at a single point. Hence $W$ gains powers of $R$ that $\phi(R)$ lacks.

### Numbers at 3 bohr

At $R=3$ bohr, in atomic units, $I_1=0.063208$, $I_2=0.004028$ and $I_3=0.005887$, so

$$W=\frac{0.063208+0.004028-0.005887}{6}=0.010225\ \text{hartree}.$$

With $\phi(3)=0.003305$ hartree,

$$E=0.003305-0.010225=-0.006920\ \text{hartree},$$

or $-18.17$ kJ/mol. The original four terms give the same result:

$$E=0.333333-2(0.330028)+0.319803=-0.006920\ \text{hartree}.$$

Compared with point charges, the nuclear attractions lose $2L=0.006610$ hartree while the electron repulsion falls by $K=0.013530$ hartree. The difference is again $-0.006920$ hartree.

As a numerical check, the same terms were computed from Gaussian molecular integrals, without the formulas above. With 18 even-tempered s Gaussians per atom, the resulting $E$ differs from the closed form by less than $10^{-7}$ hartree at five distances from 1 to 4 bohr. The size of this difference depends on the basis: a coarser set of 14 functions gives up to $3\times10^{-6}$ hartree.

### Is it attractive at every distance?

No. Multiply $E$ by the positive factor $R\,e^{2R}$:

$$R\,e^{2R}E=1+\frac{5R}8-\frac{3R^2}4-\frac{R^3}6 .$$

The coefficients change sign once, so by Descartes' rule of signs there is exactly one positive root, $R_0=1.378$ bohr ($0.729$ Å). The polynomial equals $1$ at $R=0$ and tends to $-\infty$, so $E$ is positive below $R_0$ and negative at every larger distance. "Repulsive" and "attractive" refer here to the sign of the energy relative to separated atoms. The force $-E'$ changes sign only at the minimum found next, so between $R_0$ and that minimum the energy is negative while the force still pushes the atoms apart.

For the minimum, the product rule gives

$$\begin{aligned}
E'&=e^{-2R}\left[-2\left(\frac1R+\frac58-\frac{3R}4-\frac{R^2}6\right)-\frac1{R^2}-\frac34-\frac R3\right]\\
&=e^{-2R}\left[-\frac1{R^2}-\frac2R-2+\frac{7R}6+\frac{R^2}3\right].
\end{aligned}$$

Setting this to zero and multiplying by $R^2$,

$$\frac{R^4}3+\frac{7R^3}6-2R^2-2R-1=0 .$$

Again there is one sign change and one positive root. The slope passes from negative to positive there, so it is a minimum. It lies at $1.872$ bohr ($0.991$ Å), with $E=-0.01961$ hartree ($-51.49$ kJ/mol).

The balance between the two effects shifts with distance as follows (energies in hartree):

| $R$ (bohr) | $2L$ | $K$ | $E$ |
|---:|---:|---:|---:|
| 1.0 | 0.5413 | 0.4455 | +0.0959 |
| 1.4 | 0.2085 | 0.2108 | −0.0023 |
| 2.0 | 0.0549 | 0.0740 | −0.0191 |
| 4.0 | 0.00084 | 0.00245 | −0.00161 |

### The two limits

For small $R$, use $e^{-2R}=1-2R+\dots$ in the closed form:

$$E=\frac1R-2+\frac58+O(R)=\frac1R-\frac{11}8+O(R).$$

The bare nuclear repulsion $1/R$ dominates. The $-2$ is $-2V$ at $R=0$, since there $V=\int_0^\infty4s\,e^{-2s}ds=1$. The $\frac58$ is the repulsion $J$ of two coincident clouds.

For large $R$, take out the term with the highest power:

$$E=-\frac{R^2}6e^{-2R}\left(1+\frac9{2R}-\frac{15}{4R^2}-\frac6{R^3}\right).$$

The exponential makes $R^nE\to0$ for every $n$. An asymptotic series in powers of $1/R$ must therefore have all its coefficients equal to zero, which is what the multipole series says. The series is correct in that sense and still misses the entire energy.

The leading form $-\frac{R^2}6e^{-2R}$ is approached slowly because of the $9/(2R)$ correction. At 10 bohr the true $E$ is 1.41 times the leading form, and at 100 bohr it is still 1.045 times as large.

### What this energy does not include

The closed form is exact for the stated model: fixed point nuclei and frozen free-atom densities. A neutral atom with $N$ electrons in a rescaled density $N\zeta^3e^{-2\zeta r}/\pi$ only stretches the result to $N^2\zeta\,E(\zeta R)$, which moves the sign change to $R_0/\zeta$. A density of a different shape gives in general a different function. Either way, the value of $R_0$ cannot be carried over to other atoms.

Nor is $E$ the binding energy of H$_2$. It leaves out antisymmetry and exchange, the relaxation of the densities, charge transfer and dispersion. At 1.4 bohr, roughly the bond length of H$_2$, $E$ is only $-0.0023$ hartree, while the bond energy is roughly $0.17$ hartree. At that distance the frozen electrostatic term alone does not account for the bond.

## Table of computed values

```
Example distance R = 3.0 bohr
I1 (near limit, r < R) = 0.06320818 (atomic units)
I2 (near limit, r > R) = 0.00402797 (atomic units)
I3 (far limit) = 0.00588704 (atomic units)
phi(R) = L = 0.00330500 hartree
W = 0.01022485 hartree
nucleus-nucleus 1/R = 0.33333333 hartree
each nucleus-cloud term -V = -0.33002833 hartree
cloud-cloud term J = 0.31980348 hartree
2L = 0.00661001 hartree
K = 0.01352986 hartree
E = -0.00691985 hartree
E = -18.168 kJ/mol
E from Gaussian integrals = -0.00691985 hartree
largest Gaussian deviation in E = 7.7e-08 hartree
Gaussian atom energy = -0.49999992 hartree
Table: R (bohr), 2L, K, E (hartree)
  1.0 5.41341e-01 4.45479e-01 +9.58625e-02
  1.4 2.08492e-01 2.10765e-01 -2.27314e-03
  2.0 5.49469e-02 7.40257e-02 -1.90788e-02
  3.0 6.61001e-03 1.35299e-02 -6.91985e-03
  4.0 8.38657e-04 2.44608e-03 -1.60743e-03
  6.0 1.43365e-05 7.39866e-05 -5.96501e-05
 10.0 4.53454e-09 5.28514e-08 -4.83169e-08
Ratio of E to its leading long-range form:
R = 10 bohr: 1.4065
R = 30 bohr: 1.1456
R = 100 bohr: 1.0446
R = 300 bohr: 1.0150
sign change R0 = 1.37841 bohr
sign change R0 = 0.7294 angstrom
minimum at R = 1.87249 bohr
minimum at R = 0.9909 angstrom
E at minimum = -0.01961061 hartree
E at minimum = -51.488 kJ/mol
```
